# Geometry errors of a borrowed saddle and the path-maximum bound: a numerical check

```python
"""
Result under test: let d be the displacement of a low-level saddle from the
high-level saddle, F the high-level Hessian there (one negative eigenvalue) and
t the tangent of the low-level reaction path. To second order
  single-point error   e_SP  = d.F.d / 2                        (either sign)
  path-maximum error   e_max = (d.F.d - (t.F.d)^2/(t.F.t)) / 2  (never negative)
provided t.F.t < 0. Tested on random quadratic forms, on an anharmonic model,
and on HCN -> HNC (low level RHF/6-31G, high level MP2/6-31G).
Molecular coordinates q = (R, x, y): C at the origin, N at (R, 0), H at (x, y).
Energies in kJ/mol, lengths in angstrom, masses in atomic mass units.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh
from scipy.optimize import fsolve, minimize_scalar
from pyscf import gto, scf, mp, lib
from pyscf.data import elements

lib.num_threads(1)


def show(label, value, unit="", digits=3):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


def second_order_errors(F, d, t):
    single = 0.5 * d @ F @ d
    return single, single - 0.5 * (t @ F @ d) ** 2 / (t @ F @ t)


# ---------- random quadratic forms with one negative eigenvalue ----------
rng = np.random.default_rng(7)
negative_single, trials, lowest_max = 0, 0, np.inf
while trials < 200:
    basis = np.linalg.qr(rng.normal(size=(5, 5)))[0]
    F = basis @ np.diag([-3.0, 0.5, 1.0, 2.0, 4.0]) @ basis.T
    t = basis[:, 0] + 0.3 * rng.normal(size=5)
    if t @ F @ t > -0.3:
        continue
    d = rng.normal(size=5)
    line = minimize_scalar(lambda s: -0.5 * (d + s * t) @ F @ (d + s * t))
    single, maximum = second_order_errors(F, d, t)
    assert abs(-line.fun - maximum) < 1e-6 * (1 + abs(maximum))
    # on the F-orthogonal complement of t the form must be positive definite
    complement = np.linalg.svd((F @ t)[None, :])[2][1:].T
    assert np.linalg.eigvalsh(complement.T @ F @ complement)[0] > 0
    negative_single += single < 0
    lowest_max = min(lowest_max, -line.fun)
    trials += 1
assert 0 < negative_single < trials and lowest_max > -1e-9
print(f"Random forms: trials {trials}, negative single-point errors {negative_single}")
print(f"Random forms: lowest path-maximum error {lowest_max:.2e}")


# ---------- anharmonic model; high-level saddle at the origin, energy 1 ----------
def model_high(p):
    x, y = p
    return (x * x - 1) ** 2 + 0.4 * x ** 3 + 3 * (y - 0.5 * x * x) ** 2


def model_low_gradient(p, a, b):
    # low-level surface = high-level surface + a*x + b*y
    x, y = p
    bend = 6 * (y - 0.5 * x * x)
    return np.array([4 * x * (x * x - 1) + 1.2 * x * x - bend * x + a, bend + b])


def model_errors(a, b):
    saddle = fsolve(model_low_gradient, [0.0, 0.0], args=(a, b), xtol=1e-13)
    x, y = saddle
    low_hessian = np.array([[12 * x * x - 4 + 2.4 * x - 6 * y + 9 * x * x, -6 * x],
                            [-6 * x, 6.0]])
    t = np.linalg.eigh(low_hessian)[1][:, 0]
    best, ends = model_high(saddle), []
    for sign in (1, -1):
        flow = solve_ivp(lambda _, p: -model_low_gradient(p, a, b), (0, 6),
                         saddle + sign * 1e-4 * t, rtol=1e-10, atol=1e-12,
                         dense_output=True)
        times = np.linspace(0, 6, 1201)
        top = int(np.argmax([model_high(flow.sol(u)) for u in times]))
        bracket = (times[max(top - 1, 0)], times[min(top + 1, 1200)])
        peak = minimize_scalar(lambda u: -model_high(flow.sol(u)), bounds=bracket,
                               method="bounded", options={"xatol": 1e-9})
        best = max(best, -peak.fun)
        ends.append(flow.y[0, -1])
    assert ends[0] * ends[1] < 0  # the path ends in opposite wells
    predicted = second_order_errors(np.diag([-4.0, 6.0]), saddle, t)[1]
    return model_high(saddle) - 1, best - 1, predicted


for name, a, b in (("mainly along path", 0.2, 0.05), ("mainly across path", 0.05, 0.2)):
    single, maximum, predicted = model_errors(a, b)
    assert maximum >= 0 and maximum > single
    assert (single < 0) == (a > b)
    print(f"Model, shift {name} (a={a}, b={b}): single point {single:.6f}, "
          f"path maximum {maximum:.6f}")
remainders = []
for strength in (0.1, 0.05):
    _, maximum, predicted = model_errors(strength, strength)
    remainders.append(maximum - predicted)
order_ratio = remainders[0] / remainders[1]
assert 6 < order_ratio < 10.5  # cubic remainder: 8 in the limit
show("Model: remainder ratio on halving a=b=0.1 (cubic law: 8)", order_ratio, "", 2)

# ---------- HCN -> HNC ----------
BOHR = const.physical_constants["Bohr radius"][0] / const.angstrom
HARTREE = const.physical_constants["Hartree energy"][0] * const.N_A / 1000
MASS_C, MASS_N, MASS_H = (elements.MASSES[z] for z in (6, 7, 1))


def run_rhf(q):
    R, x, y = np.asarray(q, float) / BOHR
    mol = gto.M(atom=[["C", (0, 0, 0)], ["N", (R, 0, 0)], ["H", (x, y, 0)]],
                unit="Bohr", basis="6-31g", verbose=0)
    mf = scf.RHF(mol)
    mf.chkfile = None
    mf.conv_tol, mf.conv_tol_grad = 1e-11, 1e-7
    mf.kernel()
    assert mf.converged
    return mf


def rhf_energy(q):
    return run_rhf(q).e_tot * HARTREE


def rhf_gradient(q):
    g = run_rhf(q).nuc_grad_method().kernel()
    return np.array([g[1, 0], g[2, 0], g[2, 1]]) * HARTREE / BOHR


def mp2_energy(q):
    mf = run_rhf(q)
    return (mf.e_tot + float(mp.MP2(mf).kernel(with_t2=False)[0])) * HARTREE


def local_expansion(energy, q, h=0.01):
    n = len(q)
    shifts = h * np.eye(n)
    centre = energy(q)
    up = np.array([energy(q + s) for s in shifts])
    down = np.array([energy(q - s) for s in shifts])
    hessian = np.diag((up + down - 2 * centre) / h ** 2)
    for i in range(n):
        for j in range(i):
            pair = energy(q + shifts[i] + shifts[j]) + energy(q - shifts[i] - shifts[j])
            hessian[i, j] = hessian[j, i] = (
                pair - up[i] - up[j] - down[i] - down[j] + 2 * centre) / (2 * h ** 2)
    return (up - down) / (2 * h), hessian


def stationary_point(energy, start):
    q = np.array(start, float)
    for _ in range(10):
        gradient, hessian = local_expansion(energy, q)
        step = -np.linalg.solve(hessian, gradient)
        length = np.linalg.norm(step)
        q = q + step * min(1.0, 0.15 / length)
        if length < 5e-4:
            return q, hessian
    raise AssertionError("stationary point not found")


def wilson_G(q):
    R, x, y = q
    # columns: Cx, Cy, Nx, Ny, Hx, Hy
    B = np.array([[-1, 0, 1, 0, 0, 0],
                  [-1, -y / R, 0, y / R, 1, 0],
                  [0, -1 + x / R, 0, -x / R, 0, 1]])
    return B @ np.diag(1 / np.repeat([MASS_C, MASS_N, MASS_H], 2)) @ B.T


def internals(cartesian):
    C, N, H = np.reshape(cartesian, (3, 2))
    R = np.linalg.norm(N - C)
    e = (N - C) / R
    return np.array([R, (H - C) @ e, (H - C) @ np.array([-e[1], e[0]])])


reference = np.array([0, 0, 1.2, 0, 0.3, 1.1])
numeric_B = np.array([(internals(reference + s) - internals(reference - s)) / 2e-5
                      for s in 1e-5 * np.eye(6)]).T
inverse_masses = np.diag(1 / np.repeat([MASS_C, MASS_N, MASS_H], 2))
assert np.allclose(numeric_B @ inverse_masses @ numeric_B.T,
                   wilson_G(internals(reference)), atol=1e-7)

# low-level saddle, polished with analytic gradients
low_saddle, low_F = stationary_point(rhf_energy, [1.18, 0.30, 1.13])
for _ in range(2):
    low_saddle = low_saddle - np.linalg.solve(low_F, rhf_gradient(low_saddle))
assert np.abs(rhf_gradient(low_saddle)).max() < 0.05
low_values, low_modes = eigh(low_F, np.linalg.inv(wilson_G(low_saddle)))
assert low_values[0] < 0 < low_values[1]
t = low_modes[:, 0] / np.linalg.norm(low_modes[:, 0])

# high-level saddle and normal-mode split of the single-point error
high_saddle, F = stationary_point(mp2_energy, low_saddle)
values, modes = eigh(F, np.linalg.inv(wilson_G(high_saddle)))
assert values[0] < 0 < values[1]
E_saddle, E_single = mp2_energy(high_saddle), mp2_energy(low_saddle)
d = low_saddle - high_saddle
parts = 0.5 * values * np.linalg.solve(modes, d) ** 2

# direct test of the signs on the MP2 surface itself
mode_changes = []
for k in range(3):
    shift = 0.05 * modes[:, k] / np.linalg.norm(modes[:, k])
    changes = [mp2_energy(high_saddle + s * shift) - E_saddle for s in (1, -1)]
    assert all((c < 0) == (k == 0) for c in changes)
    mode_changes.append(np.mean(changes))

# follow the RHF path in the direction in which the MP2 energy rises
start = 0.02
if mp2_energy(low_saddle + start * t) < mp2_energy(low_saddle - start * t):
    t = -t
path = [low_saddle - start * t, low_saddle, low_saddle + start * t]
path_E = [mp2_energy(p) for p in path]
tau = 1.2 / low_values[-1]


def descent(q):
    return -wilson_G(q) @ rhf_gradient(q)


for _ in range(20):
    if path_E[-1] < path_E[-2] < path_E[-3]:
        break
    q = path[-1]
    k1 = descent(q)
    k2 = descent(q + 0.5 * tau * k1)
    k3 = descent(q + 0.5 * tau * k2)
    k4 = descent(q + tau * k3)
    path.append(q + tau * (k1 + 2 * k2 + 2 * k3 + k4) / 6)
    path_E.append(mp2_energy(path[-1]))
top = int(np.argmax(path_E))
assert 0 < top < len(path) - 1
arc = np.concatenate([[0], np.cumsum(np.linalg.norm(np.diff(path, axis=0), axis=1))])
curve = CubicSpline(arc, np.array(path))
peak = minimize_scalar(lambda s: -mp2_energy(curve(s)), bounds=(arc[top - 1], arc[top + 1]),
                       method="bounded", options={"xatol": 1e-4})
E_max, max_point = -peak.fun, curve(peak.x)

e_single, e_max = E_single - E_saddle, E_max - E_saddle
tFt = t @ F @ t
assert tFt < 0
predicted_single, predicted_max = second_order_errors(F, d, t)
scale = np.abs(parts).sum()
# finite displacements: cubic terms are allowed a third of the summed parts
assert abs(e_single - predicted_single) < 0.35 * scale
assert abs(e_max - predicted_max) < 0.35 * scale
assert e_max > -1e-3 and E_max >= E_single - 1e-3

# reactant HCN, linear: p = (R_CN, r_CH)
low_min, low_min_F = stationary_point(lambda p: rhf_energy([p[0], -p[1], 0]), [1.15, 1.06])
high_min, high_min_F = stationary_point(lambda p: mp2_energy([p[0], -p[1], 0]), low_min)
assert np.linalg.eigvalsh(high_min_F)[0] > 0 and np.linalg.eigvalsh(low_min_F)[0] > 0
E_min = mp2_energy([high_min[0], -high_min[1], 0])
E_min_low = mp2_energy([low_min[0], -low_min[1], 0])
e_reactant = E_min_low - E_min
assert e_reactant > 0

for name, q in (("RHF saddle", low_saddle), ("MP2 saddle", high_saddle),
                ("MP2 maximum on RHF path", max_point)):
    print(f"{name}: R = {q[0]:.4f}, x = {q[1]:.4f}, y = {q[2]:.4f} angstrom")
print("Displacement d (R, x, y): " + ", ".join(f"{v:.4f}" for v in d) + " angstrom")
print("RHF path tangent t (R, x, y): " + ", ".join(f"{v:.4f}" for v in t))
to_wavenumber = np.sqrt(1000 / const.N_A / const.angstrom ** 2 / const.atomic_mass) / (
    2 * np.pi * const.c * 100)
waves = np.sign(values) * np.sqrt(np.abs(values)) * to_wavenumber
print("MP2 saddle wavenumbers (negative = imaginary): "
      + ", ".join(f"{w:.0f}" for w in waves) + " cm^-1")
print("MP2 energy change for 0.05 angstrom along each mode: "
      + ", ".join(f"{c:.3f}" for c in mode_changes) + " kJ/mol")
print("Normal-mode parts of quadratic single-point error: "
      + ", ".join(f"{p:.3f}" for p in parts) + " kJ/mol")
show("Sum of positive parts", parts[1:].sum(), "kJ/mol")
show("Curvature t.F.t", tFt, "kJ/mol/angstrom^2", 1)
show("Single-point error, quadratic formula", predicted_single, "kJ/mol", 2)
show("Single-point error, computed", e_single, "kJ/mol", 2)
show("IRCMax error, quadratic formula", predicted_max, "kJ/mol", 2)
show("IRCMax error, computed", e_max, "kJ/mol", 2)
show("IRCMax gain over single point", E_max - E_single, "kJ/mol", 2)
show("Distance of maximum from RHF saddle along path", peak.x - arc[1], "angstrom", 3)
print(f"HCN minimum RHF: R_CN = {low_min[0]:.4f}, r_CH = {low_min[1]:.4f} angstrom")
print(f"HCN minimum MP2: R_CN = {high_min[0]:.4f}, r_CH = {high_min[1]:.4f} angstrom")
show("Reactant geometry error e_R", e_reactant, "kJ/mol", 2)
for name, top_E, bottom_E in (("MP2 optimized throughout", E_saddle, E_min),
                              ("MP2 single points at RHF geometries", E_single, E_min_low),
                              ("IRCMax with RHF reactant geometry", E_max, E_min_low),
                              ("IRCMax with MP2 reactant geometry", E_max, E_min)):
    show("Barrier, " + name, top_E - bottom_E, "kJ/mol", 2)
show("Barrier, MP2 optimized throughout, converted",
     (E_saddle - E_min) / const.calorie, "kcal/mol", 2)
print("every check passed")
```

Printed output:

```
Random forms: trials 200, negative single-point errors 45
Random forms: lowest path-maximum error 2.09e-01
Model, shift mainly along path (a=0.2, b=0.05): single point -0.005051, path maximum 0.000194
Model, shift mainly across path (a=0.05, b=0.2): single point 0.002985, path maximum 0.003330
Model: remainder ratio on halving a=b=0.1 (cubic law: 8): 8.49
RHF saddle: R = 1.1872, x = 0.3834, y = 1.1462 angstrom
MP2 saddle: R = 1.2231, x = 0.4636, y = 1.1430 angstrom
MP2 maximum on RHF path: R = 1.1889, x = 0.4742, y = 1.1380 angstrom
Displacement d (R, x, y): -0.0358, -0.0802, 0.0032 angstrom
RHF path tangent t (R, x, y): 0.0197, 0.9971, -0.0729
MP2 saddle wavenumbers (negative = imaginary): -1280, 1940, 2430 cm^-1
MP2 energy change for 0.05 angstrom along each mode: -0.604, 10.808, 2.519 kJ/mol
Normal-mode parts of quadratic single-point error: -1.365, 4.489, 0.093 kJ/mol
Sum of positive parts: 4.582 kJ/mol
Curvature t.F.t: -473.8 kJ/mol/angstrom^2
Single-point error, quadratic formula: 3.22 kJ/mol
Single-point error, computed: 3.57 kJ/mol
IRCMax error, quadratic formula: 5.29 kJ/mol
IRCMax error, computed: 5.65 kJ/mol
IRCMax gain over single point: 2.08 kJ/mol
Distance of maximum from RHF saddle along path: 0.091 angstrom
HCN minimum RHF: R_CN = 1.1442, r_CH = 1.0528 angstrom
HCN minimum MP2: R_CN = 1.1985, r_CH = 1.0702 angstrom
Reactant geometry error e_R: 15.46 kJ/mol
Barrier, MP2 optimized throughout: 302.58 kJ/mol
Barrier, MP2 single points at RHF geometries: 290.69 kJ/mol
Barrier, IRCMax with RHF reactant geometry: 292.77 kJ/mol
Barrier, IRCMax with MP2 reactant geometry: 308.23 kJ/mol
Barrier, MP2 optimized throughout, converted: 72.32 kcal/mol
every check passed
```
